# The 4 K drain-current kink in bulk transistors

A circuit calculation at 4 K must decide whether the transistor body can be tied to ground. If it can, the drain current saturates at a value fixed by the grounded-body threshold. If it cannot, the body voltage is an unknown with its own current balance. In the example below, grounding the body misses a current rise of 32% at a drain voltage of 3.5 V.

The cause is a small hole current. Electrons crossing the high-field region near the drain create electron-hole pairs. The electrons leave through the drain, and the holes enter the body. A frozen substrate can still remove them, but may need a large voltage to do so. The body rises until leakage and the forward-biased source junction carry the holes away. This lowers the threshold, and the channel current steps up.

## What freezes, and what does not

Take an n-channel transistor with a uniform p-type body of acceptor density $N_A$ and a smaller density $N_D$ of compensating donors. The source is at zero voltage, $q>0$ is the elementary charge, and $k$ is Boltzmann's constant. Measure $E_F$ and the acceptor level $E_A$ from the valence-band edge. With acceptor degeneracy four,

$$
p=N_Ve^{-E_F/kT},\qquad
N_A^-=\frac{N_A}{1+4e^{(E_A-E_F)/kT}} .
$$

Here $N_V$ is the effective valence-band density. Define $p_1=(N_V/4)e^{-E_A/kT}$. Eliminating $E_F$ gives $N_A^-=N_A/(1+p/p_1)$, so neutrality reads

$$
p+N_D=\frac{N_A}{1+p/p_1}.
$$

When $p\ll N_D$, the first term on the left can be dropped:

$$
p\simeq\frac{N_A-N_D}{N_D}\,\frac{N_V}{4}e^{-E_A/kT}.
$$

For $N_A=2\times10^{16}$ and $N_D=4\times10^{14}$ cm$^{-3}$, with $E_A=45$ meV, the hole density falls from $1.9\times10^{16}$ cm$^{-3}$ at 300 K to $2.3\times10^{-37}$ cm$^{-3}$ at 4.2 K. Equilibrium band conduction has gone. What remains, such as hopping between acceptors and leakage, is represented here by an effective resistance $R_B$ from the active body to its grounded contact. Its value is an input, not a consequence of the density above.

Holes injected into the valence band do not simply restore conduction. Those captured by ionized acceptors leave the positive donors uncompensated. If all these acceptors are filled along a planar path of length $d$, the field obeys $dF/dx=qN_D/\varepsilon$, where $\varepsilon$ is the silicon permittivity. Starting from zero field and integrating twice gives $V=qN_Dd^2/(2\varepsilon)$. This is 31 V for 10 µm, far above the roughly 1 V available. Since $V\propto d^2$, the two become equal near 1.8 µm, so this argument does not protect a very short path to a contact.

Freeze-out also does not remove the depletion charge under the gate. Let $\psi(x)$ be the downward band bending relative to the neutral body. It multiplies the exponential in $N_A^-$ by $e^{-q\psi/kT}$, so acceptors become ionized in equilibrium once $q\psi$ exceeds a few $kT$. Poisson's equation is

$$
\frac{d^2\psi}{dx^2}=\frac q\varepsilon\,[N_A^-(\psi)-N_D-p(\psi)].
$$

Multiply by $d\psi/dx$ and integrate from the field-free bulk:

$$
\frac12F^2=\frac q\varepsilon\int_0^\psi
[N_A^-(\psi')-N_D-p(\psi')]\,d\psi' .
$$

Over nearly all of this range the bracket is $N_A-N_D$. The depletion charge per area therefore has magnitude

$$
Q_d=\varepsilon F\simeq\sqrt{2q\varepsilon(N_A-N_D)\psi}.
$$

This is an equilibrium result, and the acceptors need a way to reach equilibrium. Thermal emission would take about $10^{45}$ s for an assumed capture cross-section of $10^{-13}$ cm$^2$. Field ionization offers a faster route where the field is strong. For a triangular barrier and hole mass $m_h$, the semiclassical tunnelling exponent is

$$
\frac2\hbar\int_0^{E_A/qF}\!\sqrt{2m_h(E_A-qFx)}\,dx
=\frac{4\sqrt{2m_h}\,E_A^{3/2}}{3\hbar qF}.
$$

With $m_h=0.3m_e$ it is 4.3 at the surface at threshold with the body grounded. It exceeds 30 in the last 14% of the depletion width, where the field is weak. These are upper estimates for this mass, because the acceptor's Coulomb attraction, omitted here, lowers the barrier. Treating the acceptor as a point charge, it removes the barrier altogether in roughly the half of the layer nearest the surface. The steady-state model ignores slow charging of that edge.

## Why a positive body lowers the threshold

Assume a degenerate n-type source and gate with Fermi levels at the conduction edge. At threshold the conduction edge at the silicon surface meets the source Fermi level. The body Fermi level lies close to the acceptor level, so with a grounded body the required bending is

$$
\psi_0=\frac{E_g-E_A}{q}.
$$

Let $V_B$ be the electrostatic shift of the body bands. A positive $V_B$ lowers them and reduces the required bending to $\psi_0-V_B$. Referred to the body, the gate condition is

$$
V_G-V_B=V_{FB}+(\psi_0-V_B)+\frac{Q_d}{C_{ox}},
$$

where $V_{FB}$ is the flat-band voltage and $C_{ox}$ the oxide capacitance per area. The two terms $-V_B$ cancel, leaving

$$
V_T=V_{FB}+\psi_0+\gamma\sqrt{\psi_0-V_B},\qquad
\gamma=\frac{\sqrt{2q\varepsilon(N_A-N_D)}}{C_{ox}} .
$$

The threshold falls because less gate charge is needed to balance ionized acceptors. For small $V_B$ the fall is $\gamma V_B/(2\sqrt{\psi_0})$. It becomes steeper as $V_B$ approaches $\psi_0$, until the depletion approximation fails within a few $kT/q$ of flat bands.

For the current, let $V$ be the channel potential between source and drain. In the gradual-channel, constant-mobility approximation, the mobile charge is

$$
Q_i(V)=C_{ox}\left[V_G-V_{FB}-\psi_0-V-\gamma\sqrt{\psi_0-V_B+V}\right].
$$

With $\beta=\mu C_{ox}W/L$, for mobility $\mu$, width $W$ and length $L$, integration gives

$$
\begin{aligned}
I_D=\beta\Big\{&(V_G-V_{FB}-\psi_0-\tfrac12V_m)V_m\\
&-\tfrac23\gamma\big[(\psi_0-V_B+V_m)^{3/2}-(\psi_0-V_B)^{3/2}\big]\Big\},
\end{aligned}
$$

where $V_m=\min(V_D,V_{Dsat})$. This holds for $V_G>V_T$; below threshold the formula has no meaning and $I_D$ is set to zero. Pinch-off means $Q_i(V_{Dsat})=0$. Put $u=\sqrt{\psi_0-V_B+V_{Dsat}}$, so that

$$
u^2+\gamma u-(V_G-V_{FB}-V_B)=0.
$$

The positive root is

$$
u=-\frac\gamma2+s,\qquad
s=\sqrt{\frac{\gamma^2}{4}+V_G-V_{FB}-V_B},
$$

and $V_{Dsat}=u^2-\psi_0+V_B$.

In saturation, $V_{Dsat}$ also depends on $V_B$, but moving the upper limit of the current integral contributes nothing because $Q_i$ vanishes there. Differentiating the integrand gives

$$
\frac{\partial I_D}{\partial V_B}
=\beta\int_0^{V_{Dsat}}\frac{\gamma\,dV}{2\sqrt{\psi_0-V_B+V}}
=\beta\gamma\left(u-\sqrt{\psi_0-V_B}\right)>0.
$$

This is the link from body voltage to drain current. It vanishes as $\gamma\to0$: a body that does not affect the threshold cannot produce this kink.

## The hole source and the two exits

Beyond pinch-off, approximate the field by $F(y)=F_me^{-y/\lambda}$, with $y$ measured from the drain towards the source. Extending the tail to infinity gives $F_m\lambda=V_D-V_{Dsat}\equiv\Delta$. For a local ionization rate $Ae^{-B/F}$, one electron makes

$$
\int_0^\infty A e^{-B/F(y)}dy
=A\lambda\int_{B\lambda/\Delta}^{\infty}\frac{e^{-t}}t\,dt
$$

pairs, where $t=B/F$ and $dy=\lambda\,dt/t$. The last integral is the exponential integral $E_1$, hence

$$
I_h=I_D\,A\lambda\,E_1\!\left(\frac{B\lambda}{\Delta}\right).
$$

Further ionization by the new carriers is neglected. In the example $I_h/I_D$ is about $10^{-3}$ at 4 V.

One exit for the holes is the substrate, carrying $V_B/R_B$. The other is the source junction. Measured from the source Fermi level, the body valence edge is at $-E_A-qV_B$. The source valence edge is at $-(E_g-\Delta E_g)$, where $\Delta E_g$ is the gap narrowing caused by heavy source doping. The hole barrier is their difference, $E_g-\Delta E_g-E_A-qV_B$, and it vanishes at

$$
V_{on}=\frac{E_g-\Delta E_g-E_A}{q}.
$$

A Maxwellian flux over the barrier is reduced by the Boltzmann factor of its height, so

$$
I_j=I_s e^{q(V_B-V_{on})/kT}.
$$

The prefactor $I_s$ is a model parameter. At $V_B=V_{on}$ electrons in the source still face a barrier $\Delta E_g$ into the body. For 0.1 eV at 4.2 K its Boltzmann factor is $10^{-120}$, so thermally activated parasitic bipolar injection is negligible in this model. The estimate relies on the source Fermi level lying at the conduction edge. In a real degenerate source, band filling raises that level by tens of meV, which raises $V_{on}$ and lowers the electron barrier at turn-on by the same amount. Near a source doping of $10^{20}$ cm$^{-3}$ the filling becomes comparable to $\Delta E_g$, and bipolar injection must then be checked.

The steady body voltage satisfies

$$
I_h(V_D,V_B)=\frac{V_B}{R_B}+I_j(V_B).
$$

At low hole current, $V_B\simeq R_BI_h$. At high hole current, the junction holds $V_B$ just below $V_{on}$. The kink is the passage between these limits.

## How large: a worked transistor

The example has $W=L=10$ µm, 20 nm of oxide, $\mu=1000$ cm$^2$/Vs and $V_G=2$ V. The material and drain-field inputs are $E_g=1.17$ eV, $\Delta E_g=0.10$ eV, $A=7\times10^5$ cm$^{-1}$, $B=1.2$ MV/cm and $\lambda=150$ nm. The resistance is $R_B=100$ MΩ, and $I_s=10$ µA.

These give $\psi_0=1.125$ V and $V_{on}=1.025$ V. With no fixed oxide charge, the gate Fermi level gives $V_{FB}=-\psi_0$. Since $\gamma=0.467$ V$^{1/2}$,

$$
V_T(0)=0.467\sqrt{1.125}=0.496\ \text{V},\qquad
V_T(V_{on})=0.467\sqrt{0.100}=0.148\ \text{V}.
$$

The drop is 0.348 V. Integrating the charge with incomplete-ionization statistics gives the same drop to within 1 mV.

| $V_D$ (V) | $V_B$ (V) | $I_h$ (nA) | $I_D$ (µA) |
|---|---|---|---|
| 2.5 | 0.004 | 0.045 | 164.3 |
| 2.8 | 0.093 | 0.93 | 167.9 |
| 3.0 | 0.351 | 3.5 | 179.1 |
| 3.2 | 0.893 | 8.9 | 208.2 |
| 3.5 | 1.023 | 41 | 217.1 |
| 4.0 | 1.024 | 268 | 217.1 |

At 3.5 V the substrate carries $1.023\ \text{V}/100\ \text{MΩ}=10.2$ nA, and the junction takes the other 31 nA. The channel current has risen by 53 µA above its grounded-body value of 164.2 µA. The hole current is 0.08% of that rise, so it controls the step without supplying it.

Changing $R_B$ to 1 kΩ, with temperature and every other parameter held fixed, leaves $V_B=58$ µV at 3.5 V. The current stays at 164.2 µA. This isolates the role of the resistance; it does not simulate the transistor at room temperature.

## Where the kink falls, and why it is sharp

Define half turn-on by $V_B=V_h=V_{on}/2$. The junction current is then negligible, and the balance becomes

$$
E_1(x)=\frac{V_h}{R_BI_DA\lambda},\qquad
V_D=V_{Dsat}+\frac{B\lambda}{x},
$$

with $I_D$ and $V_{Dsat}$ evaluated at $V_h$. Here $B\lambda=18$ V and $x=10.43$, so $\Delta=18/10.43=1.726$ V. Adding $V_{Dsat}=1.346$ V gives $V_D=3.07$ V. The body goes from 10% to 90% of $V_{on}$ between 2.81 and 3.21 V.

At fixed $V_h$, raising $R_B$ lowers the required $E_1$ in proportion. For large $x$, $e^{-x}/E_1(x)\simeq x+1$, and therefore

$$
\frac{d\ln E_1}{d\Delta}
=\left(-\frac{e^{-x}}{xE_1}\right)\left(-\frac x\Delta\right)
\simeq\frac{x+1}{\Delta}
=\frac{B\lambda+\Delta}{\Delta^2}.
$$

The local downward shift of the kink per decade of resistance is thus

$$
\delta V_D\simeq\frac{\ln(10)\,\Delta^2}{B\lambda+\Delta}=0.35\ \text{V}.
$$

Over whole decades the curvature shows: half turn-on is at 3.51, 3.07 and 2.78 V for $10^7$, $10^8$ and $10^9$ Ω. An uncertain substrate resistance moves the kink, while the plateau height is set mainly by the junction and $\gamma$.

It is tempting to attribute the sharpness to regeneration: more body voltage, more channel current, more holes. There is a competing effect. From $du/dV_B=-1/(2s)$,

$$
\frac{dV_{Dsat}}{dV_B}=1-\frac us=\frac{\gamma}{2s}>0.
$$

A higher body voltage therefore reduces $\Delta$ and weakens the drain field. At fixed $V_D$,

$$
\frac{d\ln I_h}{dV_B}\simeq
\frac1{I_D}\frac{\partial I_D}{\partial V_B}
-\frac{x+1}{\Delta}\frac{\gamma}{2s}.
$$

At half turn-on the terms are $+0.27$ and $-0.95$ V$^{-1}$. Their sum, $-0.68$ V$^{-1}$, agrees with the direct derivative, $-0.67$ V$^{-1}$. Feedback opposes the rise here. The step is sharp because ionization depends steeply on drain voltage.

A search at 31 drain voltages from 2 to 5 V found one balance point at each, so this steady-state model shows no hysteresis there at $V_G=2$ V. Near the grounded-body threshold the first term can win, because a small threshold shift then changes the current by a large factor. At $V_G=0.4$ V and $V_D=3.5$ V the same equations, with $I_D=0$ wherever $V_G<V_T(V_B)$, have three balance points, with $V_B$ near 0, 0.76 and 1.02 V. The middle one is unstable, so the transistor can stay off or remain latched on, depending on its history. Slow acceptor charging could also introduce memory, but it is outside this model.

The body needs time to charge. Using the source-end depletion charge over the whole gate area gives

$$
C_B=\frac{WLC_{ox}\gamma}{2\sqrt{\psi_0-V_B}},\qquad
C_B\frac{dV_B}{dt}=I_h-\frac{V_B}{R_B}-I_j.
$$

At 3.5 V, this equation takes 1.1 µs to bring the body from zero to 90% of $V_{on}$. That is a scale for charging by holes, not the full response to a drain pulse. Near ground the body discharges through $R_B$ with a time constant $R_BC_B\approx4$ µs. Near turn-on $C_B$ is about three times larger, and without a hole current the fall from there to a tenth of the voltage takes about 12 µs. These times count only the gate depletion layer, not the source and drain junctions, and they assume that acceptors re-ionize at once as the layer widens. With an attempt time $\hbar/E_A$ and $m_h=0.3m_e$, tunnelling takes longer than 1 µs in the outer 15% (Coulomb-lowered barrier) to 24% (triangular barrier) of the grounded-body depletion width, so the last part of the recovery can be much slower. A drain step much faster than these times widens the depletion layer while the body is nearly isolated, so it also lifts $V_B$ capacitively. Holding the total depletion charge under the gate fixed gives a lift of about 0.4 V for a step from zero drain voltage into saturation. The drain junction adds to this: if source and drain each meet the same body over 30% of the gate area, a step to 3.5 V gives about 0.7 V. The equation leaves this out. The current during a short pulse need not match either the grounded-body value or the slow sweep.

## How far to trust the numbers

A kink at drain voltages of a few volts is a known feature of bulk transistors at liquid-helium temperature. The dimensions and doping here are roughly those of a micron-generation device with a long channel. Uncertain inputs include $R_B$, the ionization coefficients and the field length $\lambda$. Since $\lambda$ multiplies $B$ in the exponent, a 20% change in it moves this kink by about 0.3 V. Real substrate conduction is distributed and need not be ohmic; a factor of ten in its effective resistance moves this kink by 0.3 to 0.4 V. Real doping profiles also change $\gamma$, and hence the step height. So does the gap narrowing less the band filling of the source: the rise at 3.5 V is 30% for 0.15 eV and about 35% for 0.03 to 0.05 eV.

The local ionization law ignores the energy an electron must gain before it can make a pair. At 10% turn-on, $\Delta=1.52$ V, above the 1.17 V equivalent of the gap, so the onset is energetically allowed. That does not establish the accuracy of the local rate, and the gap is only the lowest possible threshold. If pairs are counted only after an electron has gained $1.5E_g\approx1.75$ eV in the drain field, 10% turn-on moves from 2.81 to 3.07 V and half turn-on from 3.07 to 3.20 V. The coefficients are close to a room-temperature fit made at higher fields, whereas the peak fields in the table are only 0.08 to 0.17 MV/cm, so they are extrapolated in both temperature and field. Rates calculated with $\Delta$ below the gap equivalent should not be used. At $V_G=2$ V with the body grounded, this excludes drain voltages below about 2.45 V, including the lowest points of the search for balance points above.

Self-heating is substantial. At 3.5 V the power is 0.76 mW. A phonon-radiation estimate gives 14 K if the whole gate area is heated, and 25 K if the heat enters a 1 µm strip at the drain. The equilibrium hole density in that strip would be about $2\times10^9$ cm$^{-3}$: still far below the doping, but so far above its 4.2 K value that local leakage would have to be checked separately. A quantitative fit needs a thermal model.

Other checks for this example:

- The mean channel velocity is about 13% of an assumed saturation velocity of $10^7$ cm/s. Channel shortening at 3.5 V is about 3%.
- The lowest confinement energy at threshold falls from 33 to 15 meV as the body rises. A confinement energy $E_0$ raises the required surface bending by $E_0/q$, and with it the depletion charge, so to first order the threshold rises by $(E_0/q)[1+\gamma/(2\sqrt{\psi_0-V_B})]$. This is 40 mV with the body grounded and 26 mV at turn-on, which adds about 15 mV to the 348 mV threshold drop.
- The inversion-layer Fermi energy is about 10 meV, far above $kT$ but small beside $q\psi_0$.
- Giving the junction an effective tail temperature of 40 K changes the 4 V current by 0.4%.
- The oxide field is 1 MV/cm, well below the rough 10 MV/cm scale of oxide breakdown.

## What to do about it

First estimate $R_BI_h$ with the body grounded, taking the largest $I_h$ over the gate and drain voltages the circuit will use. The worst case need not be at the largest gate voltage: raising $V_G$ increases $I_D$, but it also increases $V_{Dsat}$ and so weakens the drain field. If the permitted threshold error is $\delta V_T$, the small-$V_B$ expansion gives

$$
R_BI_h\lesssim\frac{2\sqrt{\psi_0}}{\gamma}\,\delta V_T .
$$

For an error of 5 mV, the right side is 23 mV. The control case gives $I_h=58\ \text{µV}/1\ \text{kΩ}=58$ nA at 3.5 V, so $R_B$ must stay below about 0.4 MΩ if the gate is held at 2 V. At the same drain voltage $I_h$ peaks near $V_G=1.4$ V, at about twice this value, so a circuit that sweeps the gate needs $R_B$ below about 0.2 MΩ. If $R_B$ exceeds the limit, give the body its own node, with the hole source, substrate path and source junction attached.

In design, reducing $V_D-V_{Dsat}$ or lengthening the drain-field region $\lambda$ acts strongly, because their ratio sets the ionization exponent $B\lambda/\Delta$. A nearby body contact helps if the path to it conducts at 4 K; metal at the surface does not cure a frozen path beneath it. Doping that path heavily enough to stay metallic lowers $R_B$, but the heavy doping must be kept out of the gate depletion layer, where it would raise $\gamma$.

The numerical output below gives the values for this example at $V_G=2$ V.

## Table of computed values

```
T = 4.2 K; kT = 0.362 meV; W = L = 10 um
Oxide = 20 nm; mobility = 1000 cm2/Vs; VG = 2.0 V
NA = 2.0e+16, ND = 4.0e+14 cm^-3
Gap = 1.17 eV; acceptor = 0.045 eV; source narrowing = 0.1 eV
A = 7.0e+05 /cm; B = 1.20 MV/cm; lambda = 150 nm
R frozen = 1.0e+08 ohm; R control = 1.0e+03 ohm
Junction current scale = 10.0 uA
Hole density: 1.887e+16 at 300 K, 2.320e-37 cm^-3 at 4.2 K
Cox = 0.1727 uF/cm2; beta = 172.66 uA/V2
gamma = 0.4672 sqrt(V); psi0 = 1.125 V; VFB = -1.125 V
Junction turn-on = 1.025 V
Threshold at vb=0: 0.4955 V; at turn-on: 0.1477 V
Threshold drop = 0.3478 V
Drop with ionization statistics = 0.3485 V
Vdsat at vb=0: 1.2761 V; at turn-on: 1.4234 V
VD (V) | VB (V) | hole current (nA) | ID frozen (uA) | ID control (uA)
2.0 | 0.00000 | 1.061e-06 | 164.17 | 164.17
2.5 | 0.00449 | 0.04488 | 164.34 | 164.17
2.8 | 0.09257 | 0.9257 | 167.88 | 164.17
3.0 | 0.35068 | 3.507 | 179.05 | 164.17
3.2 | 0.89347 | 8.935 | 208.16 | 164.17
3.5 | 1.02291 | 40.98 | 217.05 | 164.17
4.0 | 1.02368 | 267.6 | 217.10 | 164.18
VD at 10, 50, 90% of turn-on: 2.813, 3.073, 3.208 V
Half turn-on: x = 10.426; VD-Vdsat = 1.726 V
VD-Vdsat at 10% onset = 1.523 V
R = 1e+07 ohm: half turn-on at VD = 3.507 V
R = 1e+08 ohm: half turn-on at VD = 3.073 V
R = 1e+09 ohm: half turn-on at VD = 2.780 V
Shift per resistance decade: formula 0.348, solved 0.351 V
d ln(hole current)/dVB at half turn-on = -0.674 /V
At VD=3.5 V: current rise = 32.21 %
At VD=3.5 V: hole current/current rise = 0.078 %
Control body voltage at VD=3.5 V = 58.49 uV
Resistance scale for a kink by VD=5 V = 0.407 Mohm
Body charging time to 90% turn-on at VD=3.5 V = 1.14 us
40 K junction tail changes ID at VD=4 V by -0.381 %
Electron injection suppression = 10^(-120.0)
Mean channel velocity/saturation velocity = 0.128
Channel shortening at VD=3.5 V = 2.90 %
Confinement energy: 33.1 to 14.8 meV
Inversion Fermi energy = 10.2 meV
Oxide field = 1.00 MV/cm; drain peak = 0.138 MV/cm
Acceptor tunnelling exponent at surface = 4.32
Depletion-width fraction with exponent above 30 = 0.144
Thermal acceptor emission time = 10^(45.1) s
Trap-filling voltage over 10 um = 30.9 V
Power = 0.760 mW; heated full gate = 13.9 K
Heated 1 um drain strip = 24.6 K
Hole density at these temperatures: 6.40e+01, 2.05e+09 cm^-3
```
